# Why a harmonic planar channel accepts π/4 of a uniform beam: a program that tests the result

```python
"""Result under test: a beam that uniformly fills a harmonic planar channel,
U(x) = U0 (2x/d)^2 for |x| <= d/2, and all projected angles up to the
mid-channel critical angle psi_c = sqrt(U0/E), has the fraction pi/4 accepted.
x: distance from mid-channel (nm); d: channel width (nm); U0: potential at
the planes (eV); E: ion energy (eV). Accepted: the path never reaches a plane.
Paths are integrated from Newton's law with s = v t (nm) and w = v_x / v:
dx/ds = w, dw/ds = force / (2E).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import k1

# Example: boron in the {110} planar channel of silicon (rough values)
Z_ion, Z_si, Z_ox = 5, 14, 8
mass = 11.009 * const.atomic_mass
energy = 800e3
U0 = 80.0
lattice = 0.5431
d = lattice / (2 * np.sqrt(2))
dose = 1e13
u_rms = 0.0075
oxide_nm = 2.0
oxide_units = 22.0          # SiO2 formula units per nm^3, rough
half = d / 2
psi_c = np.sqrt(U0 / energy)
wavelength = np.pi * d / psi_c


def harmonic_force(x):
    return -8 * U0 * x / d**2


def survives(x0, angle, force, limit, length, steps):
    """True for each ion that stays inside |x| < limit along the path."""
    x = x0.copy()
    w = np.sin(angle)
    alive = np.abs(x) < limit
    h = length / steps
    w += 0.5 * h * force(x) / (2 * energy)
    for _ in range(steps):
        x += h * w
        alive &= np.abs(x) < limit
        w += h * force(x) / (2 * energy)
    return alive


def beam_map(max_angle, force=harmonic_force, limit=half, n=300,
             length=wavelength, steps=400):
    """Acceptance map on midpoints of the filled rectangle (x, angle)."""
    u = (np.arange(n) + 0.5) / n * 2 - 1
    x0, angle = np.meshgrid(u * half, u * max_angle, indexing="ij")
    return u, survives(x0, angle, force, limit, length, steps)


# Main result and the two slice laws
u, accepted = beam_map(psi_c)
fraction = accepted.mean()
assert abs(fraction - np.pi / 4) < 2e-3
slice_law = np.sqrt(1 - u**2)
assert np.max(np.abs(accepted.mean(axis=1) - slice_law)) < 8e-3
assert np.max(np.abs(accepted.mean(axis=0) - slice_law)) < 8e-3


def spread_law(k):
    """Accepted fraction for angles filling +-k psi_c."""
    if k >= 1:
        return np.pi / (4 * k)
    return 0.5 * (np.sqrt(1 - k**2) + np.arcsin(k) / k)


spread_counts = {}
for k in (0.5, 2.0):
    spread_counts[k] = beam_map(k * psi_c)[1].mean()
    assert abs(spread_counts[k] - spread_law(k)) < 3e-3

# Uniform circular cone of directions, projected on the plane normal
rng = np.random.default_rng(7)
count = 100000
polar = psi_c * np.sqrt(rng.random(count))
projected = polar * np.cos(2 * np.pi * rng.random(count))
entry = half * (2 * rng.random(count) - 1)
cone = survives(entry, projected, harmonic_force, half, wavelength, 400).mean()
cone_law = 8 / (3 * np.pi)
assert abs(cone - cone_law) < 6e-3      # over five standard errors

# Narrowed channel: ions within two vibration amplitudes of a plane are lost
x_lim = half - 2 * u_rms
r = x_lim / half
narrow_own = beam_map(r * psi_c, limit=x_lim)[1].mean()
narrow_full = beam_map(psi_c, limit=x_lim)[1].mean()
assert abs(narrow_own - r * np.pi / 4) < 5e-3
assert abs(narrow_full - r**2 * np.pi / 4) < 5e-3


# Wavelength measured between two downward crossings of mid-channel
def path(s, y):
    return [y[1], harmonic_force(y[0]) / (2 * energy)]


def crossing(s, y):
    return y[0]


crossing.direction = -1
run = solve_ivp(path, (0, 1.5 * wavelength), [0.3 * half, 0.0],
                events=crossing, rtol=1e-10, atol=1e-13)
measured_wave = run.t_events[0][1] - run.t_events[0][0]
assert abs(measured_wave / wavelength - 1) < 1e-6

# Screened atomic potential (universal screening function)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # eV nm
bohr = const.value("Bohr radius") * 1e9
c_scr = np.array([0.18175, 0.50986, 0.28022, 0.02817])
b_scr = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def screen_length(Z):
    return 0.8854 * bohr / (Z_ion**0.23 + Z**0.23)


def atom_potential(dist, Z):
    return (Z_ion * Z * coulomb / dist
            * np.sum(c_scr * np.exp(-b_scr * dist / screen_length(Z))))


atom_density = 8 / lattice**3
plane_density = atom_density * d


def plane_potential(y):
    a = screen_length(Z_si)
    total = sum(c * a / b * np.exp(-b * np.abs(y) / a)
                for c, b in zip(c_scr, b_scr))
    return 2 * np.pi * plane_density * Z_ion * Z_si * coulomb * total


y_test = 0.03
direct = quad(lambda p: 2 * np.pi * plane_density * p
              * atom_potential(np.hypot(p, y_test), Z_si), 0, 3, limit=200)[0]
assert abs(direct / plane_potential(y_test) - 1) < 1e-5

# Sum over planes, averaged over Gaussian thermal displacements
xs = np.linspace(-half, half, 1001)
shift = np.linspace(-6, 6, 401) * u_rms
weight = np.exp(-shift**2 / (2 * u_rms**2))
weight /= weight.sum()
U_real = np.zeros_like(xs)
for j in range(-3, 3):
    U_real += plane_potential(xs[:, None] - (j + 0.5) * d - shift) @ weight
U_real -= U_real.min()
U_top = U_real[-1]
assert abs(U_top / U0 - 1) < 0.2        # the rough U0 is of the right size
force_table = -np.gradient(U_real, xs)


def real_force(x):
    return np.interp(x, xs, force_table)


def real_fraction(U_limit, max_angle):
    """Mean over x of the accepted part of the angles +-max_angle."""
    edge = np.sqrt(np.maximum(U_limit - U_real, 0) / energy)
    return trapezoid(np.minimum(edge / max_angle, 1), xs) / d


psi_real = np.sqrt(U_top / energy)
real_own = real_fraction(U_top, psi_real)
U_margin = np.interp(x_lim, xs, U_real)
real_margin = real_fraction(U_margin, psi_c)
options = dict(force=real_force, n=150, length=3 * wavelength, steps=1200)
real_own_count = beam_map(psi_real, **options)[1].mean()
real_margin_count = beam_map(psi_c, limit=x_lim, **options)[1].mean()
assert abs(real_own_count - real_own) < 0.015
assert abs(real_margin_count - real_margin) < 0.015


# Single deflection in the surface oxide, impulse approximation
def deflection(b, Z):
    a = screen_length(Z)
    return (Z_ion * Z * coulomb / energy
            * np.sum(c_scr * b_scr / a * k1(b_scr * b / a)))


def line_integral(b):
    return 2 * quad(lambda z: atom_potential(np.hypot(b, z), Z_si),
                    0, 3, limit=200, epsabs=1e-9, epsrel=1e-10)[0]


b_test, step = 0.01, 1e-5
slope = (line_integral(b_test + step) - line_integral(b_test - step)) / (2 * step)
assert abs(-slope / (2 * energy) / deflection(b_test, Z_si) - 1) < 1e-3
oxide_prob = 0.0
for Z, per_unit in ((Z_si, 1), (Z_ox, 2)):
    b_crit = brentq(lambda b: deflection(b, Z) - psi_c, 1e-5, 0.1)
    oxide_prob += oxide_units * per_unit * oxide_nm * np.pi * b_crit**2

# Stopping, transverse heating, relativity, quantization
speed = np.sqrt(2 * energy * const.e / mass)
v_bohr = const.alpha * const.c
stopping = (8 * np.pi * coulomb * bohr * atom_density * Z_ion**(7 / 6) * Z_si
            / (Z_ion**(2 / 3) + Z_si**(2 / 3))**1.5 * speed / v_bohr)
loss = stopping * measured_wave
heating = 0.5 * const.m_e / mass * loss
levels = np.pi * half * 1e-9 * np.sqrt(2 * mass * U0 * const.e) / const.h
levels_wave = U0 * const.e * measured_wave * 1e-9 / (const.h * speed)
assert abs(levels / levels_wave - 1) < 1e-5
assert levels > 50 and speed / const.c < 0.05
assert loss / energy < 0.1 and heating / U0 < 0.05

print("INPUTS (boron in silicon {110}, rough values)")
print(f"ion energy E = {energy/1e3:.0f} keV")
print(f"potential at planes U0 = {U0:.0f} eV")
print(f"lattice constant = {lattice:.4f} nm")
print(f"channel width d = {d:.4f} nm")
print(f"dose = {dose:.2e} cm^-2")
print("HARMONIC CHANNEL")
print(f"critical angle psi_c = {psi_c*1e3:.2f} mrad")
print(f"critical angle psi_c = {np.degrees(psi_c):.3f} degree")
print(f"wavelength, formula = {wavelength:.2f} nm")
print(f"wavelength, measured on path = {measured_wave:.2f} nm")
print(f"ellipse area = {np.pi*half*psi_c*1e3:.4f} nm mrad")
print(f"rectangle area = {2*d*psi_c*1e3:.4f} nm mrad")
print(f"pi/4 = {np.pi/4:.4f}")
print(f"accepted fraction, counted paths = {fraction:.4f}")
print(f"number of paths counted = {accepted.size}")
print(f"accepted dose = {dose*np.pi/4:.2e} cm^-2")
print(f"entry at x = d/4 = {d/4:.4f} nm")
print(f"potential there = {U0*(2*(d/4)/d)**2:.1f} eV")
print(f"angular limit there = {psi_c*np.sqrt(1-0.5**2)*1e3:.2f} mrad")
print("OTHER BEAMS (formula, counted)")
for k in (0.5, 2.0):
    print(f"angles to {k:.1f} psi_c: {spread_law(k):.4f}, {spread_counts[k]:.4f}")
print(f"circular cone to psi_c: {cone_law:.4f}, {cone:.4f}")
print("NARROWED HARMONIC CHANNEL (formula, counted)")
print(f"rms vibration amplitude = {u_rms:.4f} nm")
print(f"width ratio r = {r:.4f}")
print(f"angles to r psi_c: {r*np.pi/4:.4f}, {narrow_own:.4f}")
print(f"angles to psi_c: {r**2*np.pi/4:.4f}, {narrow_full:.4f}")
print("SCREENED THERMAL POTENTIAL (integral, counted)")
print(f"height at planes = {U_top:.1f} eV")
print(f"height at d/4 = {np.interp(d/4, xs, U_real):.1f} eV")
print(f"its own critical angle = {psi_real*1e3:.2f} mrad")
print(f"full width, own critical angle: {real_own:.3f}, {real_own_count:.3f}")
print(f"height at narrowed limit = {U_margin:.1f} eV")
print(f"narrowed, angles to psi_c: {real_margin:.3f}, {real_margin_count:.3f}")
print("OTHER NEGLECTED EFFECTS")
print(f"oxide thickness = {oxide_nm:.1f} nm")
print(f"chance of one deflection above psi_c in oxide = {100*oxide_prob:.2f} %")
print(f"electronic stopping (Lindhard-Scharff) = {stopping:.0f} eV/nm")
print(f"energy loss per wavelength = {loss/1e3:.1f} keV")
print(f"relative energy loss per wavelength = {100*loss/energy:.1f} %")
print(f"transverse heating per wavelength, at most = {heating:.2f} eV")
print(f"speed v/c = {speed/const.c:.4f}")
print(f"number of transverse levels = {levels:.0f}")
print("verified")
```

Printed output:

```
INPUTS (boron in silicon {110}, rough values)
ion energy E = 800 keV
potential at planes U0 = 80 eV
lattice constant = 0.5431 nm
channel width d = 0.1920 nm
dose = 1.00e+13 cm^-2
HARMONIC CHANNEL
critical angle psi_c = 10.00 mrad
critical angle psi_c = 0.573 degree
wavelength, formula = 60.32 nm
wavelength, measured on path = 60.32 nm
ellipse area = 3.0162 nm mrad
rectangle area = 3.8403 nm mrad
pi/4 = 0.7854
accepted fraction, counted paths = 0.7854
number of paths counted = 90000
accepted dose = 7.85e+12 cm^-2
entry at x = d/4 = 0.0480 nm
potential there = 20.0 eV
angular limit there = 8.66 mrad
OTHER BEAMS (formula, counted)
angles to 0.5 psi_c: 0.9566, 0.9567
angles to 2.0 psi_c: 0.3927, 0.3928
circular cone to psi_c: 0.8488, 0.8497
NARROWED HARMONIC CHANNEL (formula, counted)
rms vibration amplitude = 0.0075 nm
width ratio r = 0.8438
angles to r psi_c: 0.6627, 0.6628
angles to psi_c: 0.5592, 0.5589
SCREENED THERMAL POTENTIAL (integral, counted)
height at planes = 84.4 eV
height at d/4 = 12.4 eV
its own critical angle = 10.27 mrad
full width, own critical angle: 0.812, 0.812
height at narrowed limit = 57.0 eV
narrowed, angles to psi_c: 0.600, 0.600
OTHER NEGLECTED EFFECTS
oxide thickness = 2.0 nm
chance of one deflection above psi_c in oxide = 2.19 %
electronic stopping (Lindhard-Scharff) = 581 eV/nm
energy loss per wavelength = 35.0 keV
relative energy loss per wavelength = 4.4 %
transverse heating per wavelength, at most = 0.87 eV
speed v/c = 0.0125
number of transverse levels = 312
verified
```
